# Why Stoner theory overestimates ferromagnetism in a dilute Hubbard band

Put one electron on every tenth site of a simple cubic lattice, and let two electrons on the same site repel with an energy $U$. Stoner theory says that this dilute gas becomes ferromagnetic once $U$ exceeds about 22 times the hopping amplitude. It gives a threshold at lower densities too: however few the electrons, a large enough $U$ aligns their spins.

The reasoning behind this prediction breaks down at large $U$. Stoner theory lets electrons of opposite spin meet as often as if they did not repel, so the energy of the unpolarized state grows in proportion to $U$, without limit. Alignment then looks like the one escape. But electrons in a nearly empty lattice can also avoid each other by correlating their positions, and the cost of doing so stays finite even when $U$ is infinite. Two electrons on a lattice, a problem that can be solved, show what this costs.

## The mean-field threshold

The model has one orbital per site,

$$
H=-t\sum_{\langle ij\rangle\sigma}\left(c^\dagger_{i\sigma}c_{j\sigma}+c^\dagger_{j\sigma}c_{i\sigma}\right)+U\sum_i n_{i\uparrow}n_{i\downarrow},\qquad t,U>0 .
$$

With the lattice spacing as unit of length, the band energy is

$$
\varepsilon(\mathbf k)=-2t(\cos k_x+\cos k_y+\cos k_z).
$$

It runs from $\varepsilon_{\min}=-6t$ to $+6t$, so the bandwidth is $W=12t$. Let $\rho$ be the density of states per site and per spin at the Fermi level, $n$ the number of electrons per site, and $m=n_\uparrow-n_\downarrow$ the magnetization.

For a uniform state, mean field replaces $\langle n_{i\uparrow}n_{i\downarrow}\rangle$ by $n_\uparrow n_\downarrow$. Since $n_{\uparrow,\downarrow}=(n\pm m)/2$, the energy per site is

$$
E(m)=e\!\left(\tfrac{n+m}{2}\right)+e\!\left(\tfrac{n-m}{2}\right)+\frac U4\,(n^2-m^2),
$$

where $e(\nu)$ is the band energy of $\nu$ electrons per site of one spin. Adding an electron costs the Fermi energy $\mu$, so $e'(\nu)=\mu$. Raising $\mu$ by $d\mu$ adds $d\nu=\rho\,d\mu$ electrons, so $e''(\nu)=1/\rho$. In the expansion for small $m$ the linear terms cancel between the two spins, and each quadratic term is $\tfrac12(m/2)^2/\rho$. Hence

$$
E(m)-E(0)=\frac{m^2}{4}\left(\frac1\rho-U\right)+O(m^4).
$$

The unpolarized state is unstable when $U\rho>1$. This is Stoner's criterion. At $n=0.1$ the density of states is $\rho=0.0454/t$, which gives the threshold $U_c=1/\rho=22.0\,t$.

The kinetic term $1/\rho$ is fixed by the band, while the interaction term grows with $U$. The weak point is therefore the factor $U$ in front of $n_\uparrow n_\downarrow$.

## Two electrons, solved

Place two electrons of opposite spin on a periodic lattice of $N=L^3$ sites. In the lowest state the total momentum is zero, and the amplitude $\psi(\mathbf r)$ depends on the separation $\mathbf r$ alone. Either electron can hop, and each hop changes $\mathbf r$ by one lattice step, so the hopping amplitude for the separation is $-2t$. With $\mathbf d$ running over the six nearest-neighbour steps,

$$
-2t\sum_{\mathbf d}\psi(\mathbf r+\mathbf d)+U\,\delta_{\mathbf r,0}\,\psi(0)=E\,\psi(\mathbf r).
$$

Define $\varphi(\mathbf k)=\sum_{\mathbf r}e^{-i\mathbf k\cdot\mathbf r}\psi(\mathbf r)$. The hopping term becomes $2\varepsilon(\mathbf k)\varphi(\mathbf k)$, and the contact term becomes the constant $U\psi(0)$:

$$
\left[E-2\varepsilon(\mathbf k)\right]\varphi(\mathbf k)=U\psi(0). \tag{1}
$$

Divide by the bracket and use $\psi(0)=\frac1N\sum_{\mathbf k}\varphi(\mathbf k)$. For $\psi(0)\neq0$ this factor cancels, leaving

$$
\frac1U=\frac1N\sum_{\mathbf k}\frac{1}{E-2\varepsilon(\mathbf k)} .
$$

Without repulsion both electrons sit at $\mathbf k=0$ with energy $2\varepsilon_{\min}$. Write $E=2\varepsilon_{\min}+\delta$ and $\Delta_{\mathbf k}=\varepsilon(\mathbf k)-\varepsilon_{\min}\ge0$. The term $\mathbf k=0$ is $1/\delta$; the others are $1/(\delta-2\Delta_{\mathbf k})$. Separating them gives

$$
\frac{1}{N\delta}=\frac1U+K_N(\delta),\qquad
K_N(\delta)=\frac1N\sum_{\mathbf k\neq0}\frac{1}{2\Delta_{\mathbf k}-\delta}. \tag{2}
$$

The ground state is the root with $\delta$ between zero and the smallest $2\Delta_{\mathbf k}$. There is one such root, because in this interval the left side falls from infinity to a finite value while $K_N$ rises to infinity.

The shift $\delta$ is of order $1/N$, since two electrons rarely meet in a large volume. The useful quantity is $N\delta$. In (2) $K_N(\delta)\ge K_N(0)$, so $N\delta\le1/K_N(0)$ for every $U$, and $\delta$ falls at least as fast as $1/L^3$. The smallest excitation $2\Delta_{\mathbf k}$ falls more slowly, as $1/L^2$. Their ratio vanishes as $1/L$, so $\delta$ can be dropped from the denominators when $L\to\infty$:

$$
N\delta\;\to\;U_{\rm eff}=\frac{U}{1+UK},\qquad
K=\int\!\frac{d^3k}{(2\pi)^3}\,\frac{1}{2\left[\varepsilon(\mathbf k)-\varepsilon_{\min}\right]}, \tag{3}
$$

with the integral over the Brillouin zone. It converges because $\Delta_{\mathbf k}\approx tk^2$ near the bottom, and $k^2dk/k^2$ is harmless there. In one or two dimensions the same integral diverges at small $k$, so a constant $U_{\rm eff}$ of this kind does not exist and the argument below does not carry over unchanged.

For weak repulsion, $UK<1$, equation (3) can be expanded:

$$
U_{\rm eff}=U-U^2K+U^3K^2-\dots
$$

The first term is the mean-field value. The second is ordinary second-order perturbation theory: the interaction scatters the pair from $(0,0)$ to $(\mathbf k,-\mathbf k)$ with matrix element $U/N$ and back again, which lowers the energy by $\sum_{\mathbf k\ne0}(U/N)^2/(2\Delta_{\mathbf k})$, or $U^2K$ after multiplication by $N$. Higher terms describe further scatterings of the same two particles. Drawn as diagrams they are the rungs of a ladder, hence the name particle-particle ladder. The closed form (3) came from the two-body equation, so it also holds where the series diverges.

## Why the effective repulsion saturates

For $U\to\infty$ equation (3) gives $U_{\rm eff}\to1/K$. To evaluate $K$, write $1/(2\Delta_{\mathbf k})=\int_0^\infty ds\,e^{-2\Delta_{\mathbf k}s}$ with $2\Delta_{\mathbf k}=4t\sum_i(1-\cos k_i)$. The exponential factorizes over the three directions. The average of $e^{4ts\cos k}$ over $k$ is the modified Bessel function $I_0(4ts)$, so

$$
K=\int_0^\infty ds\left[e^{-4ts}I_0(4ts)\right]^3=\frac{0.1264}{t},\qquad
\frac1K=7.91\,t=0.66\,W .
$$

That the ceiling is set by the bandwidth follows from a short argument. The function $1/x$ is convex, so the average of $1/(2\Delta)$ is at least $1/(2\langle\Delta\rangle)$. This band has mean energy zero and its bottom at $-W/2$, so $\langle\Delta\rangle=W/2$. Therefore

$$
K\ge\frac1W,\qquad U_{\rm eff}<\frac1K\le W . \tag{4}
$$

The wave function shows how the pair achieves this. At $\mathbf k=0$ equation (1) reads $\delta\,\varphi(0)=U\psi(0)$, and $\varphi(0)=\sum_{\mathbf r}\psi(\mathbf r)=N\bar\psi$, where $\bar\psi$ is the average amplitude. Thus

$$
\frac{\psi(0)}{\bar\psi}=\frac{N\delta}{U}\;\to\;\frac{1}{1+UK}.
$$

The amplitude for meeting on one site is reduced: the pair digs a correlation hole. Mean field keeps this ratio at one.

The hole costs kinetic energy, because the amplitude must vary in space. To separate the two costs, note that the derivative of an eigenvalue with respect to $U$ is the expectation value of the operator that $U$ multiplies, here the double occupancy. The interaction energy, multiplied by $N$, is therefore

$$
U\frac{dU_{\rm eff}}{dU}=\frac{U}{(1+UK)^2}=U_{\rm eff}\,\frac{U_{\rm eff}}{U}.
$$

A fraction $U_{\rm eff}/U$ of the shift is repulsion, and the rest is kinetic. For $U=40t$,

$$
U_{\rm eff}=\frac{40\,t}{1+40\times0.1264}=6.61\,t,\qquad \frac{U_{\rm eff}}{U}=0.165 .
$$

About $1.1t$ of the $6.6t$ is repulsion and $5.5t$ is kinetic. As $U$ grows the repulsive part goes to zero, and what remains is the kinetic price of a node at contact. That price depends on the hopping alone, which is why it is bounded.

Diagonalizing the two-electron problem in real space and extrapolating to infinite size gives $6.605t$ for $U=40t$, against $6.607t$ from the formula. For $U=1000t$ the two values are $7.848t$ and $7.851t$.

The alternative is to align the two spins. The orbital amplitude is then antisymmetric and vanishes at contact, so $U$ drops out. But one electron must leave $\mathbf k=0$ for the next momentum, $2\pi/L$, at a cost of about $t(2\pi/L)^2$. This falls as $1/L^2$, while the cost of the correlation hole is at most of order $t/L^3$. In a large box the antiparallel pair wins for every $U$. Mean field with uniform orbitals assigns it $U/L^3$ instead, and so wrongly prefers alignment once $U$ exceeds about $4\pi^2tL$. If the two orbitals may vary in space, mean field can push the electrons apart and this threshold moves up: for $L=20$ such an antiparallel state still lies below the aligned one at twice that $U$.

## From one pair to a dilute band

At low density, collisions involve two electrons at a time to leading order. There are $N_\uparrow N_\downarrow$ pairs of opposite spin, and each contributes $U_{\rm eff}/N$. Per site this gives $U_{\rm eff}n_\uparrow n_\downarrow$, so the energy has the Stoner form with $U$ replaced:

$$
E(m)=e\!\left(\tfrac{n+m}{2}\right)+e\!\left(\tfrac{n-m}{2}\right)+\frac{U_{\rm eff}}4\,(n^2-m^2). \tag{5}
$$

The last term now includes the kinetic cost of the correlation holes. It still favours alignment, since parallel electrons need no such holes, but the gain is bounded. The earlier expansion in $m$ applies unchanged and gives the instability condition

$$
U_{\rm eff}\,\rho>1 .
$$

Solving for the bare interaction makes the difference plain. The condition $1/U_{\rm eff}=1/U+K<\rho$ means $1/U<\rho-K$. If $\rho\le K$, no positive $U$ satisfies it. If $\rho>K$, the threshold is $1/(\rho-K)$, larger than Stoner's $1/\rho$. Within equation (5) the correction thus raises the threshold or removes it.

By (4), $\rho>K$ also implies $\rho>1/W$. Since each spin has one state per site spread over the width $W$, $1/W$ is the average density of states. The Fermi level must lie where the density of states is above average, and the bottom of a three-dimensional band is the opposite case. There $\varepsilon-\varepsilon_{\min}\approx tk^2$, and a filled sphere of radius $k_F$ holds $k_F^3/(6\pi^2)$ electrons per site and spin. Dividing the derivative of this number by $d\varepsilon/dk=2tk_F$ gives

$$
\rho\simeq\frac{k_F^2/(2\pi^2)}{2tk_F}=\frac{k_F}{4\pi^2t},\qquad k_F=(3\pi^2n)^{1/3}. \tag{6}
$$

So $\rho$ vanishes as $n^{1/3}$ while $K$ stays fixed. At sufficiently low density the largest possible product, $\rho/K$, is far below one.

## The numbers at low density

At $n=0.1$ and $U=40t$ the two criteria disagree:

$$
U\rho=40\times0.0454=1.82,\qquad
U_{\rm eff}\,\rho=6.61\times0.0454=0.30 .
$$

The first predicts ferromagnetism and the second does not. Infinite $U$ would raise the second only to $\rho/K=0.0454/0.1264=0.36$.

A stable state at $m=0$ does not exclude a jump to a large magnetization. The jump can be tested by asking which interaction strength in (5) balances the kinetic cost at a given $m$. At $n=0.1$ it is $22.0t$ for $m=0.1n$ and $23.7t$ for full polarization. The lowest value on a grid of ten magnetizations is the one at $m=0.1n$. All lie far above the ceiling of $7.9t$, so within (5) the jump is excluded on this grid as well.

The table gives the ceiling of the product for three densities. Its last column uses a corrected pair sum $K_b$, explained below.

| $n$ | $\rho t$ | Stoner $U_c/t$ | $\rho/K$ | $\rho/K_b$ |
|---|---|---|---|---|
| 0.01 | 0.018 | 56.6 | 0.14 | 0.16 |
| 0.05 | 0.033 | 30.3 | 0.26 | 0.34 |
| 0.10 | 0.045 | 22.0 | 0.36 | 0.51 |

Formula (6) gives a density of states 4% below the lattice value at $n=0.01$ and 20% below it at $n=0.1$. The table uses the lattice values.

## How far the replacement can be trusted

The pair sum $K$ was derived for two electrons in an empty band. In a Fermi sea the pair cannot scatter into occupied states. For a pair at the band bottom this removes all momenta below $k_F$ from the sum. With $\Delta_{\mathbf k}\approx tk^2$ the missing part is

$$
K-K_b\simeq\int_0^{k_F}\frac{4\pi k^2\,dk}{(2\pi)^3}\,\frac{1}{2tk^2}=\frac{k_F}{4\pi^2t}\simeq\rho .
$$

The removed part equals the density of states at this order. With fewer states to scatter into, the pair forms its hole less effectively, and the repulsion rises to

$$
\frac{1}{1/U+K-\rho}=\frac{U_{\rm eff}}{1-U_{\rm eff}\,\rho}.
$$

The small parameter of the correction is thus $U_{\rm eff}\rho$, the same product that enters the criterion. This settles what the criterion can and cannot say. Where the product is small, the theory is controlled and the unpolarized state is stable against a uniform magnetization. By this formula the correction is the fraction $U_{\rm eff}\rho/(1-U_{\rm eff}\rho)$ of the leading term. It equals the leading term already at $U_{\rm eff}\rho=\tfrac12$ and grows without limit as the product approaches one, so $U_{\rm eff}\rho=1$ is an estimate rather than a reliable phase boundary.

At $n=0.1$ the sum over empty lattice states gives $K_b=0.089/t$, and the ceiling rises from $7.9t$ to $11.3t$, or by 42%. The product $\rho/K_b=0.51$ is still below one, but the correction is no longer small. Nor is it a bound: pairs higher in the Fermi sea have smaller energy denominators, which increases their pair sum, and they have different blocked states, which can lower it. The net change goes either way: at $n=0.1$ two electrons with the same momentum along $x$ have a pair sum of $0.086/t$ at $0.3k_F$ and $0.093/t$ at $0.6k_F$. For a parabolic band the reduction of $K$ averaged over all pairs is about $0.82\rho$ rather than $\rho$. The effective repulsion then depends on momentum and on $m$, which (5) ignores. The firm conclusion belongs to the low-density limit; the entry at $n=0.1$ indicates a trend.

## Four electrons beyond the pair picture

A small cluster can be diagonalized without assuming that collisions are pairwise. Take four electrons on $3\times3\times3$ sites, a density of 0.15, with wave functions that change sign around the $x$ direction. The allowed $k_x$ are then $\pm\pi/3$ and $\pi$, and the two lowest orbitals, at $k_x=\pm\pi/3$ and $k_y=k_z=0$, have energy $-2t(\tfrac12+1+1)=-5t$. Two electrons of each spin fill them, with total energy $-20t$. The next orbitals lie at $-2t$, so full alignment gives $2(-5t)+2(-2t)=-14t$, independent of $U$.

Mean field restricted to uniform densities, as in Stoner theory, adds $U N_\uparrow N_\downarrow/27$. The unpolarized energy $-20t+4U/27$ reaches $-14t$ at $U=40.5t$. At twice that value, $U=81t$, mean field gives

$$
\begin{aligned}
\text{two up, two down:}\quad&-20t+12t=-8t,\\
\text{three up, one down:}\quad&-17t+9t=-8t,\\
\text{four up:}\quad&-14t .
\end{aligned}
$$

Among these uniform states it chooses full alignment by a wide margin. Exact diagonalization gives the opposite order. The lowest energies are $-18.73t$ for total spin $S=0$, $-16.40t$ for $S=1$ and $-14t$ for $S=2$.

The restriction to uniform densities matters here. A mean-field state with two up and two down electrons and non-uniform densities reaches $-14.7t$, already below full alignment, though still $4t$ above the exact energy. The repulsion raises the $S=0$ energy by $1.27t$, where uniform mean field has $12t$. Dividing by the $4/27$ of the mean-field formula gives an effective repulsion of $1.266t\times27/4=8.5t$ in place of $81t$. This is slightly above the infinite-lattice ceiling of $7.9t$, which is no contradiction: that ceiling belongs to one pair in an infinite empty band, and the cluster has a discrete spectrum and blocked states.

The ladder can be adapted to the cluster. For each of the four opposite-spin pairs, $K$ is replaced by a sum over the pairs of empty orbitals with the same total momentum, with the excitation energy from the initial pair as denominator. Adding the four contributions $U/[N(1+UK)]$ gives a shift of $1.38t$, which is 9% above the exact one. Part of this difference comes from leaving the shift $\delta$ out of the denominators, a step justified above only for $L\to\infty$. Keeping each pair's own shift there, as in (2), lowers the sum to $1.33t$, which is 5% above the exact value. The ladder also treats each pair separately, so processes that link different pairs are missing from it. One cluster does not establish the phase diagram of an infinite lattice, and this one has a closed shell with a gap of $3t$, which itself favours $S=0$; but it shows the mechanism at work among several electrons: they avoid each other while the total spin stays zero.

The numerical check covers the two-electron limit, the pair sums, the mean-field threshold and this cluster, apart from the ladder value of $1.33t$, the non-uniform mean-field states and the pair sums for pairs above the band bottom.

## Computed results

```
bandwidth W = 12.0 t
K from Bessel integral = 0.126366 /t
K from extrapolated lattice sums = 0.126363 /t
ceiling 1/K = 7.9136 t = 0.6595 W
two electrons, infinite-size limit of N*(energy shift):
  U = 10 t: diagonalized 4.4170 t, formula 4.4176 t
  U = 40 t: diagonalized 6.6046 t, formula 6.6065 t
  U = 1000 t: diagonalized 7.8482 t, formula 7.8514 t
U = 40 t, L = 16: contact amplitude / mean = 0.1731
U = 40 t, L = 16: interaction share of shift = 0.1730
U = 40 t, infinite lattice: U_eff/U = 0.1652
density scan (blocked: pair at band bottom, filled states removed):
 n = 0.01: E_F - eps_min = 0.4344 t, rho = 0.01766 /t
   k_F/(4 pi^2 t) = 0.01688 /t, Stoner U_c = 56.625 t
   largest U_eff*rho = 0.1398
   blocked K = 0.10936 /t, 1/K = 9.144 t, rho/K = 0.1615
 n = 0.05: E_F - eps_min = 1.2161 t, rho = 0.03305 /t
   k_F/(4 pi^2 t) = 0.02887 /t, Stoner U_c = 30.253 t
   largest U_eff*rho = 0.2616
   blocked K = 0.09685 /t, 1/K = 10.325 t, rho/K = 0.3413
 n = 0.10: E_F - eps_min = 1.8549 t, rho = 0.04538 /t
   k_F/(4 pi^2 t) = 0.03637 /t, Stoner U_c = 22.035 t
   largest U_eff*rho = 0.3591
   blocked K = 0.08868 /t, 1/K = 11.276 t, rho/K = 0.5117
n = 0.1: U for energy balance at m = 0.1 n: 22.047 t
n = 0.1: U for energy balance at m = n: 23.735 t
n = 0.1: lowest such U over m = 0.1 n ... n: 22.047 t
n = 0.1, U = 40 t: U*rho = 1.8153, U_eff = 6.6065 t, U_eff*rho = 0.2998
cluster: 4 electrons, 27 sites, U = 81 t
  noninteracting S=0 energy = -20.0000 t
  mean-field switch to S=2 at U = 40.500 t
  mean-field energy, m=0: -8.0000 t
  mean-field energy, 3 up 1 down: -8.0000 t
  exact lowest S=0 energy = -18.7341 t
  exact lowest S=1 energy = -16.3989 t
  exact lowest S=2 energy = -14.0000 t
  S=0 shift: exact 1.2659 t, ladder 1.3804 t
  effective U from exact shift = 8.545 t
  effective U from ladder shift = 9.317 t
```
